# Coriolis Zeta Matrices and Their Sum Rules for Symmetric Tops: test program

```python
"""Coriolis zeta matrices and their sum rules, tested on harmonic model molecules.

Definition: zeta^alpha_kl = sum_i (l_ik x l_il)_alpha, where l_ik is the part on
atom i of the orthonormal mass-weighted normal-mode vector k.
Results under test:
  antisymmetry: zeta^alpha_kl = -zeta^alpha_lk
  quadratic rule: sum_l zeta^a_kl zeta^b_ml = delta_ab delta_km
      - sum_i l_ib,k l_ia,m - (1/4) sum_g (dI_ag/dQ_k)(dI_bg/dQ_m)/I_g
  total: sum_kl (zeta^a_kl)^2 = 2N - 6 + 2 J_b J_g/(I_b I_g), J_a = sum m r_a^2
  C3v top: sum of zeta_t over E pairs = n_axial - 2 + I_z/(2 I_x)
I_a: principal moments; N: number of atoms; n_axial: atoms on the figure axis z.
Units inside: angstrom, atomic mass unit u, attojoule (aJ).
"""
import numpy as np
from scipy.constants import atomic_mass, c, h, pi

LEVI = np.zeros((3, 3, 3))
for p, q, r in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[p, q, r], LEVI[p, r, q] = 1.0, -1.0
THETA = 2 * pi / 3
C3 = np.array([[np.cos(THETA), -np.sin(THETA), 0],
               [np.sin(THETA), np.cos(THETA), 0], [0, 0, 1]])
MIRROR = np.diag([1.0, -1.0, 1.0])


def centred(pos, mass):
    return pos - mass @ pos / mass.sum()


def inertia(pos, mass):
    return (mass @ (pos**2).sum(axis=1)) * np.eye(3) - (pos.T * mass) @ pos


def ring(radius, height):
    return [[radius * np.cos(j * THETA), radius * np.sin(j * THETA), height]
            for j in range(3)]


def lengths_and_cosines(flat):
    """Bond lengths from atom 0 and cosines of all angles at atom 0."""
    pos = flat.reshape(-1, 3)
    bonds = pos[1:] - pos[0]
    lengths = np.sqrt((bonds * bonds).sum(axis=1))
    units = bonds / lengths[:, None]
    cosines = [(units[i] * units[j]).sum()
               for i in range(4) for j in range(i + 1, 4)]
    return np.concatenate([lengths, np.array(cosines)])


def valence_hessian(pos, k_xz, k_xy, k_zxy, k_yxy):
    """Hessian at the minimum of a quadratic bond-length and angle potential."""
    flat = pos.ravel().astype(complex)
    step = 1e-20
    slopes = np.array([lengths_and_cosines(flat + 1j * step * e).imag / step
                       for e in np.eye(flat.size)]).T
    sin2 = 1 - lengths_and_cosines(flat).real[4:]**2
    force = np.concatenate([[k_xz], [k_xy] * 3,
                            np.array([k_zxy] * 3 + [k_yxy] * 3) / sin2])
    return slopes.T @ (force[:, None] * slopes)


def spring_hessian(pos):
    """Hessian of unstrained springs between all pairs of atoms."""
    n = len(pos)
    hess = np.zeros((n, 3, n, 3))
    for i in range(n):
        for j in range(i):
            d = pos[i] - pos[j]
            block = 5.0 * np.outer(d, d) / (d @ d)**2
            hess[i, :, i] += block
            hess[j, :, j] += block
            hess[i, :, j] -= block
            hess[j, :, i] -= block
    return hess.reshape(3 * n, 3 * n)


def vibrations(hess, mass):
    w = 1 / np.sqrt(np.repeat(mass, 3))
    values, vectors = np.linalg.eigh(hess * np.outer(w, w))
    assert np.max(np.abs(values[:6])) < 1e-10 * values[-1]
    assert values[6] > 1e-5 * values[-1]
    return values[6:], vectors[:, 6:]


def zeta(left, right):
    """Sum over atoms of the cross products of two sets of mode vectors."""
    a = left.reshape(-1, 3, left.shape[1])
    b = right.reshape(-1, 3, right.shape[1])
    return np.einsum('abc,ibk,icl->akl', LEVI, a, b)


def rigid_vectors(pos, mass):
    root = np.sqrt(mass)[:, None]
    moments = np.diag(inertia(pos, mass))
    trans = np.array([(root * e / np.sqrt(mass.sum())).ravel()
                      for e in np.eye(3)]).T
    rot = np.array([(root * np.cross(e, pos) / np.sqrt(moments[g])).ravel()
                    for g, e in enumerate(np.eye(3))]).T
    return trans, rot


def quadratic_terms(pos, mass, vectors):
    """Axis-overlap and inertia-derivative terms of the quadratic rule."""
    v = vectors.reshape(-1, 3, vectors.shape[1])
    step = 1e-3
    slopes = []
    for k in range(vectors.shape[1]):
        shift = step * v[:, :, k] / np.sqrt(mass)[:, None]
        slopes.append((inertia(pos + shift, mass)
                       - inertia(pos - shift, mass)) / (2 * step))
    slopes = np.array(slopes)
    overlap = np.einsum('ibk,ial->abkl', v, v)
    moments = np.diag(inertia(pos, mass))
    rotation = np.einsum('kag,lbg,g->abkl', slopes, slopes, 1 / moments) / 4
    return overlap, rotation


def check_general_rules(pos, mass, vectors):
    """Tests that need no symmetry; returns the largest quadratic-rule error."""
    trans, rot = rigid_vectors(pos, mass)
    assert np.allclose(vectors.T @ np.hstack([trans, rot]), 0, atol=1e-9)
    z = zeta(vectors, vectors)
    assert np.allclose(z, -z.transpose(0, 2, 1), atol=1e-12)
    assert np.allclose(zeta(vectors, trans), 0, atol=1e-9)

    # Full angular momentum of a vibrating molecule, from positions and velocities.
    rng = np.random.default_rng(3)
    q, qdot = rng.normal(size=(2, vectors.shape[1]))
    root = np.sqrt(mass)[:, None]
    place = pos + (vectors @ q).reshape(-1, 3) / root
    speed = (vectors @ qdot).reshape(-1, 3) / root
    momentum = (mass[:, None] * np.cross(place, speed)).sum(axis=0)
    assert np.allclose(momentum, np.einsum('k,akl,l->a', q, z, qdot), atol=1e-8)

    overlap, rotation = quadratic_terms(pos, mass, vectors)
    found = np.einsum('akm,blm->abkl', z, z)
    unit = np.einsum('ab,kl->abkl', np.eye(3), np.eye(len(q)))
    error = np.max(np.abs(found - (unit - overlap - rotation)))
    assert error < 1e-8

    moments, second = np.diag(inertia(pos, mass)), mass @ pos**2
    for a in range(3):
        b, g = (a + 1) % 3, (a + 2) % 3
        total = 2 * len(mass) - 6 + 2 * second[b] * second[g] / (
            moments[b] * moments[g])
        assert abs((z[a]**2).sum() - total) < 1e-8
    return error


def symmetry_matrix(pos, operation):
    n = len(pos)
    full = np.zeros((n, 3, n, 3))
    for j in range(n):
        gaps = np.linalg.norm(pos - operation @ pos[j], axis=1)
        i = int(np.argmin(gaps))
        assert gaps[i] < 1e-9
        full[i, :, j] = operation
    return full.reshape(3 * n, 3 * n)


def analyse_top(pos, mass, hess):
    """Mode pairs, zeta matrix of the E block, and test of the linear rule."""
    values, vectors = vibrations(hess, mass)
    check_general_rules(pos, mass, vectors)
    turn, mirror = symmetry_matrix(pos, C3), symmetry_matrix(pos, MIRROR)
    first, second, pair_values, single_values = [], [], [], []
    k = 0
    while k < len(values):
        if k + 1 < len(values) and values[k + 1] - values[k] < 1e-9 * values[-1]:
            plane = vectors[:, k:k + 2]
            parity, mix = np.linalg.eigh(plane.T @ mirror @ plane)
            assert np.allclose(parity, [-1, 1], atol=1e-7)
            a = plane @ mix[:, 1]
            a = -a if a[0] < 0 else a
            b = (turn @ a - np.cos(THETA) * a) / np.sin(THETA)
            assert abs(b @ b - 1) < 1e-7 and abs(a @ b) < 1e-7
            first.append(a)
            second.append(b)
            pair_values.append(values[k])
            k += 2
        else:
            single_values.append(values[k])
            k += 1
    first, second = np.array(first).T, np.array(second).T
    n_axial = int(np.sum(np.hypot(pos[:, 0], pos[:, 1]) < 1e-9))
    assert first.shape[1] == (len(mass) - n_axial) + n_axial - 2
    block = zeta(first, second)[2]

    # A rotation inside each pair must leave every zeta_t unchanged.
    co, si = np.cos(0.7), np.sin(0.7)
    turned = zeta(co * first + si * second, co * second - si * first)[2]
    assert np.allclose(np.diag(turned), np.diag(block), atol=1e-8)

    # Trace over all displacements of the block, rigid motions included.
    generator = np.kron(np.eye(len(mass)), LEVI[2])
    projector = sum(np.exp(1j * p * THETA) * np.linalg.matrix_power(turn, p)
                    for p in range(3)) / 3
    full_trace = (-1j * np.trace(projector @ generator)).real
    assert abs(full_trace - n_axial) < 1e-9
    trans, rot = rigid_vectors(pos, mass)
    zeta_trans = zeta(trans, trans)[2, 0, 1]
    zeta_rot = zeta(rot, rot)[2, 0, 1]
    moments = np.diag(inertia(pos, mass))
    ratio = moments[2] / moments[0]
    assert abs(moments[0] - moments[1]) < 1e-9
    assert abs(zeta_trans - 1) < 1e-10
    assert abs(zeta_rot - (1 - ratio / 2)) < 1e-10
    rule = n_axial - 2 + ratio / 2
    assert abs(np.trace(block) - rule) < 1e-8
    return dict(block=block, first=first, vectors=vectors, rule=rule,
                pair_values=np.array(pair_values), ratio=ratio, moments=moments,
                single_values=np.array(single_values), n_axial=n_axial,
                full_trace=full_trace, zeta_trans=zeta_trans, zeta_rot=zeta_rot)


def wavenumber(value):
    """From eigenvalue in aJ/(angstrom^2 u) to cm^-1."""
    return np.sqrt(value * 1e-18 / (1e-20 * atomic_mass)) / (2 * pi * c * 100)


def rotational_constant(moment):
    """From moment in u angstrom^2 to cm^-1."""
    return h / (8 * pi**2 * c * moment * atomic_mass * 1e-20) / 100


def row(numbers, digits=6):
    return "  ".join(f"{x:.{digits}f}" for x in numbers)


# Worked example: prolate ZXY3 top, atoms ordered X, Z, Y, Y, Y.
m_x, m_z, m_y = 10.0, 20.0, 2.0
r_xz, r_xy, angle = 1.4, 1.1, 110.0
k_xz, k_xy, k_zxy, k_yxy = 5.0, 5.0, 0.8, 0.5
rad = np.deg2rad(angle)
shape = np.array([[0, 0, 0], [0, 0, r_xz]]
                 + ring(r_xy * np.sin(rad), r_xy * np.cos(rad)))
mass = np.array([m_x, m_z, m_y, m_y, m_y])
pos = centred(shape, mass)
top = analyse_top(pos, mass, valence_hessian(pos, k_xz, k_xy, k_zxy, k_yxy))
block = top['block']
const_a = rotational_constant(top['moments'][2])
const_b = rotational_constant(top['moments'][0])
assert const_a > const_b
assert abs(np.trace(block) - const_b / (2 * const_a)) < 1e-8
assert np.allclose(block, block.T, atol=1e-8)
eigen = np.linalg.eigvalsh(block)
assert np.allclose(eigen, [-1, top['ratio'] / 2, 1], atol=1e-7)

squares = (zeta(top['first'], top['vectors'])[2]**2).sum(axis=1)
assert np.allclose(squares, (block**2).sum(axis=1), atol=1e-8)
overlap, rotation = quadratic_terms(pos, mass, top['first'])
along = np.diag(overlap[2, 2])
inertial = np.diag(rotation[2, 2])
assert np.allclose(squares + along + inertial, 1, atol=1e-8)

print(f"masses X, Z, Y (u): {m_x:.1f}  {m_z:.1f}  {m_y:.1f}")
print(f"bond lengths XZ, XY (angstrom): {r_xz:.2f}  {r_xy:.2f}")
print(f"angle ZXY (degree): {angle:.1f}")
print(f"stretch constants XZ, XY (aJ/angstrom^2): {k_xz:.2f}  {k_xy:.2f}")
print(f"bend constants ZXY, YXY (aJ/rad^2): {k_zxy:.2f}  {k_yxy:.2f}")
print(f"I_z, I_x (u angstrom^2): {row(top['moments'][[2, 0]], 5)}")
print(f"A, B (cm^-1): {const_a:.5f}  {const_b:.5f}")
print("A1 wavenumbers (cm^-1):", row(wavenumber(top['single_values']), 1))
print("E wavenumbers, t=1,2,3 (cm^-1):", row(wavenumber(top['pair_values']), 1))
print("E-block matrix zeta^z(ta,t'b), dimensionless:")
for t in range(3):
    print(f"  row t={t + 1}: {row(block[t])}")
print(f"sum of zeta_t from mode vectors: {np.trace(block):.8f}")
print(f"B/(2A): {const_b / (2 * const_a):.8f}")
print("eigenvalues of E-block matrix:", row(eigen))
print(f"trace over all E displacements: {top['full_trace']:.6f}")
print(f"translation pair zeta: {top['zeta_trans']:.6f}")
print(f"rotation pair zeta: {top['zeta_rot']:.6f}")
print("quadratic rule for axis z, mode ta (dimensionless):")
for t in range(3):
    print(f"  t={t + 1}: sum zeta^2 {squares[t]:.6f}, z-overlap {along[t]:.6f},"
          f" inertia term {inertial[t]:.6f}")
z_total = (zeta(top['vectors'], top['vectors'])[2]**2).sum()
print(f"sum over all k,l of (zeta^z_kl)^2: {z_total:.6f}")

# Force constants alter the single zetas only; masses alter the sum as well.
k_stiff = 1.6
stiff = analyse_top(pos, mass, valence_hessian(pos, k_xz, k_xy, k_stiff, k_yxy))
assert np.max(np.abs(np.diag(stiff['block']) - np.diag(block))) > 1e-3
assert abs(np.trace(stiff['block']) - np.trace(block)) < 1e-8
print(f"ZXY bend constant raised to (aJ/rad^2): {k_stiff:.2f}")
print("  E wavenumbers (cm^-1):", row(wavenumber(stiff['pair_values']), 1))
print("  zeta_t:", row(np.diag(stiff['block'])))
print(f"  sum: {np.trace(stiff['block']):.8f}")
m_heavy = 4.0
mass2 = np.array([m_x, m_z, m_heavy, m_heavy, m_heavy])
pos2 = centred(shape, mass2)
heavy = analyse_top(pos2, mass2,
                    valence_hessian(pos2, k_xz, k_xy, k_zxy, k_yxy))
assert abs(np.trace(heavy['block']) - np.trace(block)) > 1e-3
print(f"Y mass raised, first bend constant restored (u): {m_heavy:.1f}")
print("  zeta_t:", row(np.diag(heavy['block'])))
print(f"  sum: {np.trace(heavy['block']):.8f}, B/(2A): {heavy['ratio'] / 2:.8f}")

# Other C3v tops, held together by pair springs, test the count of axial atoms.
print("other C3v tops: axial atoms, I_z/I_x, sum of zeta_t, rule")
cases = [(ring(1.0, 0.0) + ring(1.5, 1.2), [2.0] * 3 + [5.0] * 3),
         ([[0, 0, 0.5]] + ring(1.0, 0.0), [10.0] + [2.0] * 3),
         ([[0, 0, 0.5], [0, 0, 1.7], [0, 0, 2.9]] + ring(1.0, 0.0),
          [10.0, 12.0, 7.0] + [2.0] * 3)]
for places, weights in cases:
    weights = np.array(weights)
    places = centred(np.array(places), weights)
    other = analyse_top(places, weights, spring_hessian(places))
    print(f"  {other['n_axial']}  {other['ratio']:.6f}  "
          f"{np.trace(other['block']):.6f}  {other['rule']:.6f}")

# A molecule without symmetry tests the general rules for all axes and modes.
weights = np.array([1.0, 3.0, 7.0, 12.0])
places = centred(np.array([[0.0, 0.1, 0.2], [1.3, 0.2, -0.1],
                           [0.3, 1.6, 0.4], [0.5, 0.4, 1.9]]), weights)
moments, axes = np.linalg.eigh(inertia(places, weights))
if np.linalg.det(axes) < 0:
    axes[:, 0] *= -1
places = places @ axes
_, vectors = vibrations(spring_hessian(places), weights)
error = check_general_rules(places, weights, vectors)
print("asymmetric cluster, moments (u angstrom^2):", row(moments, 4))
print(f"quadratic rule, largest error below 1e-8: {error < 1e-8}")
print("every check passed")
```

It prints:

```
masses X, Z, Y (u): 10.0  20.0  2.0
bond lengths XZ, XY (angstrom): 1.40  1.10
angle ZXY (degree): 110.0
stretch constants XZ, XY (aJ/angstrom^2): 5.00  5.00
bend constants ZXY, YXY (aJ/rad^2): 0.80  0.50
I_z, I_x (u angstrom^2): 6.41074  24.84672
A, B (cm^-1): 2.62959  0.67847
A1 wavenumbers (cm^-1): 831.5  1360.6  2165.0
E wavenumbers, t=1,2,3 (cm^-1): 867.2  1014.6  2337.7
E-block matrix zeta^z(ta,t'b), dimensionless:
  row t=1: 0.278116  -0.040192  0.479287
  row t=2: -0.040192  -0.449966  0.769301
  row t=3: 0.479287  0.769301  0.300856
sum of zeta_t from mode vectors: 0.12900581
B/(2A): 0.12900581
eigenvalues of E-block matrix: -1.000000  0.129006  1.000000
trace over all E displacements: 2.000000
translation pair zeta: 1.000000
rotation pair zeta: 0.870994
quadratic rule for axis z, mode ta (dimensionless):
  t=1: sum zeta^2 0.308680, z-overlap 0.612326, inertia term 0.078994
  t=2: sum zeta^2 0.795908, z-overlap 0.180771, inertia term 0.023321
  t=3: sum zeta^2 0.912054, z-overlap 0.077897, inertia term 0.010049
sum over all k,l of (zeta^z_kl)^2: 4.033285
ZXY bend constant raised to (aJ/rad^2): 1.60
  E wavenumbers (cm^-1): 991.4  1247.0  2352.7
  zeta_t: -0.326103  0.136322  0.318786
  sum: 0.12900581
Y mass raised, first bend constant restored (u): 4.0
  zeta_t: 0.260235  -0.561336  0.488676
  sum: 0.18757551, B/(2A): 0.18757551
other C3v tops: axial atoms, I_z/I_x, sum of zeta_t, rule
  0  1.526121  -1.236940  -1.236940
  1  1.523810  -0.238095  -0.238095
  3  0.152366  1.076183  1.076183
asymmetric cluster, moments (u angstrom^2): 7.9761  19.5172  25.5502
quadratic rule, largest error below 1e-8: True
every check passed
```
